# Ferroelectric transistor: memory window from the loop, interlayer field from the load line: a program that tests the result

```python
# RESULT UNDER TEST: the memory window of a ferroelectric transistor is the
# ferroelectric thickness times the width of the D-E loop at threshold charge;
# it stays below 2*Ec*tF, while writing puts (P + eF*E)/eI on the interlayer.
# Symbols: tF, tI thicknesses (nm); eF, eI permittivities (uC/cm2 per V/nm);
# Ps saturation polarization (uC/cm2); Ec mean switching field and w half-width
# of its spread (V/nm); s switched fraction; D displacement (uC/cm2);
# psi semiconductor surface potential (V); N acceptor density (1/m3).
# "Stack voltage" means gate voltage minus psi, with zero flat-band voltage.
from dataclasses import dataclass, replace
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

EPS0 = const.epsilon_0 * 1e9 * 100      # uC/cm2 per V/nm
Q = const.e
VTH = const.k * 300.0 / Q               # thermal voltage at 300 K
PSI_T = 0.8                             # surface potential at threshold, V
KS = 12.0                               # semiconductor relative permittivity


@dataclass
class Stack:
    tF: float = 10.0
    tI: float = 1.0
    kF: float = 30.0
    kI: float = 3.9
    Ps: float = 20.0
    Ec: float = 0.10
    w: float = 0.05
    N: float = 1e23

    @property
    def eF(self):
        return self.kF * EPS0

    @property
    def eI(self):
        return self.kI * EPS0

    @property
    def C(self):
        return self.eI / self.tI


# ---------- derived formulas (uniform spread of switching fields) ----------
def threshold_charge(g):
    return 100 * np.sqrt(2 * KS * const.epsilon_0 * Q * g.N * PSI_T)


def write_point(g, V):
    """Peak field, switched fraction and displacement at stack voltage V."""
    slope = g.Ps / (2 * g.w)
    E = (g.C * V + slope * (g.Ec - g.w)) / (g.eF + g.C * g.tF + slope)
    s = (E - g.Ec + g.w) / (2 * g.w)
    if s < 0:
        s, E = 0.0, g.C * V / (g.eF + g.C * g.tF)
    elif s > 1:
        s, E = 1.0, (g.C * V - g.Ps) / (g.eF + g.C * g.tF)
    return E, s, g.eF * E + s * g.Ps


def ascending_field(g, s, D):
    flat = (D + s * g.Ps) / g.eF
    steep = (D * g.w + g.Ps * (g.Ec - g.w * (1 - s))) / (g.Ps + g.eF * g.w)
    return min(flat, steep)


def window(g, s):
    DT = threshold_charge(g)
    return g.tF * (ascending_field(g, s, DT) + ascending_field(g, s, -DT))


def zero_voltage_displacement(g, s):
    """Displacement left after a positive write at zero stack voltage."""
    flat = s * g.Ps / (g.eF + g.C * g.tF)
    steep = g.Ps * (s + (g.Ec - g.w) / g.w) / (g.eF + g.C * g.tF + g.Ps / g.w)
    return g.C * g.tF * min(flat, steep)


# ---------- independent simulation: individual domains + semiconductor ------
def surface_charge(g, psi):
    u, uT = psi / VTH, PSI_T / VTH
    G = np.exp(-u) + u - 1 + np.exp(-uT) * (np.exp(u) - u - 1)
    scale = 100 * np.sqrt(2 * KS * const.epsilon_0 * Q * g.N * VTH)
    return np.sign(psi) * scale * np.sqrt(max(G, 0.0))


def surface_potential(g, D):
    return brentq(lambda p: surface_charge(g, p) - D, -1.5, 2.5)


def switch(state, fields, E):
    return np.where(fields <= E, 1.0, np.where(fields <= -E, -1.0, state))


def settle(g, fields, state, VG):
    """Self-consistent surface potential after a monotonic move to VG."""
    def field(psi):
        return (VG - psi - surface_charge(g, psi) / g.C) / g.tF

    def mismatch(psi):
        E = field(psi)
        P = g.Ps * switch(state, fields, E).mean()
        return surface_charge(g, psi) - g.eF * E - P

    psi = brentq(mismatch, -1.5, 2.5, xtol=1e-11)
    return psi, switch(state, fields, field(psi))


def simulate(g, switching_fields, v_plus, v_minus):
    """Write both states with gate pulses and locate the on/off read voltages."""
    fields = np.repeat(switching_fields, 2)
    state = np.tile([1.0, -1.0], len(switching_fields))
    _, state = settle(g, fields, state, v_plus)
    _, low_state = settle(g, fields, state, v_minus)
    psi_peak, high_state = settle(g, fields, low_state, v_plus)

    def threshold(start):
        return brentq(lambda v: settle(g, fields, start, v)[0] - PSI_T,
                      v_minus, v_plus, xtol=1e-6)

    return (threshold(low_state), threshold(high_state),
            surface_charge(g, psi_peak), fields, high_state)


def gate_pulses(g, V):
    D = write_point(g, V)[2]
    return V + surface_potential(g, D), -V + surface_potential(g, -D)


quantile = (np.arange(8000) + 0.5) / 8000


def uniform_fields(g):
    return g.Ec - g.w + 2 * g.w * quantile


base = Stack()

# Semiconductor charge from the integral of the Boltzmann space charge.
for psi in (-0.15, 0.5, 0.9):
    integral = quad(lambda p: 1 - np.exp(-p / VTH)
                    + np.exp(-PSI_T / VTH) * (np.exp(p / VTH) - 1), 0, psi)[0]
    D_integral = 100 * np.sqrt(2 * KS * const.epsilon_0 * Q * base.N * integral)
    assert abs(D_integral / abs(surface_charge(base, psi)) - 1) < 1e-6
assert abs(surface_charge(base, PSI_T) / threshold_charge(base) - 1) < 1e-6

# Window, write field and zero-voltage state in all regimes.
# Finite domain number shifts s by about 1/8000, hence a few mV in the window.
narrow = replace(base, w=0.002)
cases = [(base, 1.0), (base, 2.0), (base, 5.0), (base, 9.0),
         (replace(base, tI=2.0), 3.0), (replace(base, Ps=8.0), 3.0),
         (replace(base, N=1e24), 3.0), (narrow, 9.0)]
worst = 0.0
for g, V in cases:
    Em, s, Dm = write_point(g, V)
    high, low, D_sim, fields, up = simulate(g, uniform_fields(g),
                                            *gate_pulses(g, V))
    worst = max(worst, abs(high - low - window(g, s)))
    assert abs(high - low - window(g, s)) < 6e-3
    assert abs(D_sim - Dm) < 0.02
    D0 = zero_voltage_displacement(g, s)
    psi0, _ = settle(g, fields, up, surface_potential(g, D0))
    assert abs(surface_charge(g, psi0) - D0) < 0.02
    assert high - low < 2 * g.Ec * g.tF
    if g is narrow:
        narrow_ratio = (high - low) / (2 * g.Ec * g.tF)
        assert narrow_ratio > 0.99

# Equal switched fraction with a thicker interlayer: the same window.
thick = replace(base, tI=2.0)
E_half = base.Ec
D_half = base.eF * E_half + 0.5 * base.Ps
equal_s = []
for g in (base, thick):
    V = D_half / g.C + E_half * g.tF
    result = simulate(g, uniform_fields(g), *gate_pulses(g, V))
    equal_s.append(result[0] - result[1])
assert abs(equal_s[0] - equal_s[1]) < 6e-3

# Ceiling for a triangular spread, several pulses and two dopings.
triangular = base.Ec + base.w * np.where(
    quantile < 0.5, np.sqrt(2 * quantile) - 1, 1 - np.sqrt(2 * (1 - quantile)))
largest = 0.0
for N in (1e23, 5e24):
    for V in (2.0, 4.0, 9.0):
        g = replace(base, N=N)
        high, low = simulate(g, triangular, 0.4 + V, 0.4 - V)[:2]
        largest = max(largest, (high - low) / (2 * g.Ec * g.tF))
assert largest < 1

# ---------- tunnelling through the tilted interlayer barrier ----------
PHI, MASS, KINETIC = 3.0, 0.5, 0.2      # eV, electron masses, eV
K2 = 2 * MASS * const.m_e * Q / const.hbar**2 * 1e-18   # 1/(nm2 eV)


def wkb_exponent(F, t):
    end = max(PHI - F * t, 0.0)
    return 4 * np.sqrt(K2) * (PHI**1.5 - end**1.5) / (3 * F)


def transmission(F, t, slices=3000):
    """Schroedinger solution, electron energy zero, plane waves outside."""
    k_in = np.sqrt(K2 * KINETIC)
    k_out = np.sqrt(K2 * (KINETIC + F * t))
    h = t / slices
    f, df = 1.0 + 0j, 1j * k_out
    for x in (np.arange(slices)[::-1] + 0.5) * h:
        k = np.sqrt(complex(-K2 * (PHI - F * x)))
        c, sn = np.cos(k * h), np.sin(k * h)
        f, df = c * f - sn / k * df, k * sn * f + c * df
    incident = (f + df / (1j * k_in)) / 2
    return k_out / (k_in * abs(incident)**2)


for F in (0.2, 0.4):
    t = 4.0
    a, b = KINETIC, PHI
    c, d = KINETIC + F * t, PHI - F * t
    interfaces = (4 * np.sqrt(a * b) / (a + b)) * (4 * np.sqrt(c * d) / (c + d))
    estimate = np.log(interfaces) - wkb_exponent(F, t)
    # residual: barrier slope is small but finite on the decay length
    assert abs(np.log(transmission(F, t)) - estimate) < 0.1

# ---------- worked example ----------
g = base
field_limit = 1.0
s_lim = (g.eI * field_limit - g.eF * (g.Ec - g.w)) / (g.Ps + 2 * g.eF * g.w)
E_lim = g.Ec - g.w + 2 * g.w * s_lim
V_lim = field_limit * g.tI + E_lim * g.tF
vp, vm = gate_pulses(g, V_lim)
high, low, D_sim, _, _ = simulate(g, uniform_fields(g), vp, vm)
assert abs(D_sim / g.eI - field_limit) < 0.005
assert abs(high - low - window(g, s_lim)) < 6e-3
DT = threshold_charge(g)
vt_high = PSI_T + DT / g.C + g.tF * ascending_field(g, s_lim, DT)
vt_low = PSI_T + DT / g.C - g.tF * ascending_field(g, s_lim, -DT)
assert abs(high - vt_high) < 6e-3 and abs(low - vt_low) < 6e-3
E_full = g.Ec + g.w
D_full = g.Ps + g.eF * E_full
F_full = D_full / g.eI
V_full = F_full * g.tI + E_full * g.tF
T_lim, T_full = transmission(field_limit, g.tI), transmission(F_full, g.tI)
assert T_full > 100 * T_lim

print(f"ferroelectric thickness tF = {g.tF:.1f} nm, interlayer tI = {g.tI:.1f} nm")
print(f"relative permittivities: ferroelectric {g.kF:.1f}, interlayer {g.kI:.1f}")
print(f"relative permittivity of semiconductor = {KS:.1f}")
print(f"eF = {g.eF:.3f}, eI = {g.eI:.3f} uC/cm2 per V/nm")
print(f"Ps = {g.Ps:.1f} uC/cm2")
print(f"Ec = {g.Ec:.3f} V/nm, half-width w = {g.w:.3f} V/nm")
print(f"acceptor density = {g.N * 1e-6:.1e} per cm3, psiT = {PSI_T:.2f} V")
print(f"threshold charge DT = {DT:.3f} uC/cm2")
print(f"ceiling 2 Ec tF = {2 * g.Ec * g.tF:.3f} V")
V_on = (g.Ec - g.w) * (g.tF + g.eF / g.C)
print(f"stack voltage where switching starts = {V_on:.3f} V")
print("write table: stack V (V), Em (V/nm), s, window (V), interlayer (V/nm)")
for V in (1.0, 1.5, 2.0, 4.0, 6.0, 8.0):
    Em, s, Dm = write_point(g, V)
    print(f"  {V:.1f}  {Em:.4f}  {s:.4f}  {window(g, s):.3f}  {Dm / g.eI:.3f}")
print(f"LIMITED WRITE: interlayer field = {field_limit:.3f} V/nm")
print(f"  displacement = {g.eI * field_limit:.3f} uC/cm2")
print(f"  switched fraction = {s_lim:.4f}, Em = {E_lim:.4f} V/nm")
print(f"  switched polarization s Ps = {s_lim * g.Ps:.3f} uC/cm2")
print(f"  steep-segment limit eF(Ec-w) = {g.eF * (g.Ec - g.w):.3f} uC/cm2")
print(f"  stack voltage = {V_lim:.3f} V")
print(f"  gate write voltages = {vp:.3f} V and {vm:.3f} V")
print(f"  thresholds = {vt_high:.3f} V and {vt_low:.3f} V")
print(f"  window = {window(g, s_lim):.3f} V (formula), {high - low:.3f} V (simulation)")
print(f"  window / ceiling = {window(g, s_lim) / (2 * g.Ec * g.tF):.3f}")
print(f"COMPLETE SWITCHING: stack voltage = {V_full:.3f} V")
print(f"  peak ferroelectric field = {E_full:.3f} V/nm")
print(f"  displacement = {D_full:.3f} uC/cm2")
print(f"  window = {window(g, 1.0):.3f} V")
print(f"  window / ceiling = {window(g, 1.0) / (2 * g.Ec * g.tF):.3f}")
print(f"  polarization part Ps/eI = {g.Ps / g.eI:.3f} V/nm")
print(f"  linear part eF Em/eI = {g.eF * E_full / g.eI:.3f} V/nm")
print(f"  interlayer field = {F_full:.3f} V/nm = {10 * F_full:.1f} MV/cm")
D0 = zero_voltage_displacement(g, 1.0)
E0 = -D0 / (g.C * g.tF)
print(f"  at zero stack voltage: interlayer field = {D0 / g.eI:.3f} V/nm")
print(f"  at zero stack voltage: ferroelectric field = {E0:.4f} V/nm")
print(f"  at zero stack voltage: polarization = {D0 - g.eF * E0:.3f} uC/cm2")
print(f"window ratio complete/limited = {window(g, 1.0) / window(g, s_lim):.3f}")
print(f"barrier = {PHI:.1f} eV, mass = {MASS:.1f} me, kinetic energy = {KINETIC:.1f} eV")
print(f"WKB exponent: limited {wkb_exponent(field_limit, g.tI):.2f}, "
      f"complete {wkb_exponent(F_full, g.tI):.2f}")
print(f"transmission: limited {T_lim:.2e}, complete {T_full:.2e}")
print(f"transmission ratio complete/limited = {T_full / T_lim:.2e}")
print(f"narrow spread w = {narrow.w:.3f} V/nm: window/ceiling = {narrow_ratio:.4f}")
print(f"triangular spread: largest window/ceiling = {largest:.4f}")
print(f"half switched, tI = 1 and 2 nm: windows {equal_s[0]:.3f}, {equal_s[1]:.3f} V")
print(f"largest formula-simulation window difference = {1000 * worst:.2f} mV")
print("finished without a failed check")
```

Output:

```
ferroelectric thickness tF = 10.0 nm, interlayer tI = 1.0 nm
relative permittivities: ferroelectric 30.0, interlayer 3.9
relative permittivity of semiconductor = 12.0
eF = 26.563, eI = 3.453 uC/cm2 per V/nm
Ps = 20.0 uC/cm2
Ec = 0.100 V/nm, half-width w = 0.050 V/nm
acceptor density = 1.0e+17 per cm3, psiT = 0.80 V
threshold charge DT = 0.165 uC/cm2
ceiling 2 Ec tF = 2.000 V
stack voltage where switching starts = 0.885 V
write table: stack V (V), Em (V/nm), s, window (V), interlayer (V/nm)
  1.0  0.0515  0.0153  0.230  0.485
  1.5  0.0581  0.0814  1.014  0.919
  2.0  0.0648  0.1475  1.076  1.352
  4.0  0.0912  0.4120  1.324  3.088
  6.0  0.1177  0.6765  1.572  4.823
  8.0  0.1441  0.9411  1.820  6.559
LIMITED WRITE: interlayer field = 1.000 V/nm
  displacement = 3.453 uC/cm2
  switched fraction = 0.0938, Em = 0.0594 V/nm
  switched polarization s Ps = 1.876 uC/cm2
  steep-segment limit eF(Ec-w) = 1.328 uC/cm2
  stack voltage = 1.594 V
  gate write voltages = 2.640 V and -1.840 V
  thresholds = 1.365 V and 0.339 V
  window = 1.026 V (formula), 1.026 V (simulation)
  window / ceiling = 0.513
COMPLETE SWITCHING: stack voltage = 8.446 V
  peak ferroelectric field = 0.150 V/nm
  displacement = 23.984 uC/cm2
  window = 1.875 V
  window / ceiling = 0.938
  polarization part Ps/eI = 5.792 V/nm
  linear part eF Em/eI = 1.154 V/nm
  interlayer field = 6.946 V/nm = 69.5 MV/cm
  at zero stack voltage: interlayer field = 0.868 V/nm
  at zero stack voltage: ferroelectric field = -0.0868 V/nm
  at zero stack voltage: polarization = 5.300 uC/cm2
window ratio complete/limited = 1.828
barrier = 3.0 eV, mass = 0.5 me, kinetic energy = 0.2 eV
WKB exponent: limited 11.44, complete 3.61
transmission: limited 2.03e-05, complete 3.71e-02
transmission ratio complete/limited = 1.83e+03
narrow spread w = 0.002 V/nm: window/ceiling = 0.9974
triangular spread: largest window/ceiling = 0.9657
half switched, tI = 1 and 2 nm: windows 1.407, 1.407 V
largest formula-simulation window difference = 0.16 mV
finished without a failed check
```
